# Raman-Nath diffraction and the extinction of the undiffracted beam, part 2

Sound in a transparent plate modulates the refractive index and so diffracts light. The question is when the undeflected ("straight") beam vanishes, and what spoils this in a real plate.

Light of vacuum wavelength $\lambda$ travels along $z$ and meets a plate of thickness $L$ at normal incidence. Sound of wavelength $\Lambda=2\pi/K$ and angular frequency $\Omega$ travels along $x$. The index is $n+\Delta n\sin\xi$ with $\xi=Kx-\Omega t$, and $\Delta n$ is an amplitude, half the peak-to-peak change. The wavenumber is $k_0=2\pi/\lambda$ in vacuum and $k=nk_0$ in the plate; $c$ is the vacuum speed of light. SI units are used unless others are stated. Reflections at the faces have so far been left out.

The phase amplitude is $\phi=2\pi\Delta nL/\lambda$. With the sound pattern treated as frozen while the light crosses, the field $\psi e^{ikz}$ obeys the paraxial equation, in which $s=z/L$ and $\psi=1$ at $s=0$:

$$
\frac{\partial\psi}{\partial s}
=\frac{iQ}{2}\frac{\partial^2\psi}{\partial\xi^2}+i\phi\sin\xi\,\psi,
\qquad
Q=\frac{K^2L}{k}=\frac{2\pi\lambda L}{n\Lambda^2}.
\tag{1}
$$

Order $m$ is the part of the exit field varying as $e^{im\xi}$, with amplitude $A_m$; order zero is the straight beam. In a thin grating ($Q=0$), $A_m=J_m(\phi)$, a Bessel function, and the order carries the fraction $J_m^2(\phi)$ of the transmitted power. The straight beam first vanishes at $\phi_0=2.405$, where $J_1=0.5191$. Also $J_0'=-J_1$.

The thin-grating result needs $Q$, $Q\phi/4$ and $Q\phi^2/6$ all to be small. To leading order in $Q$, finite thickness leaves in the straight beam the power fraction (the leakage)

$$
I_0(\phi_0)\approx\left(\frac{Q\phi_0J_1}{12}\right)^2 .
\tag{12}
$$

The example uses green light with $\lambda=532$ nm, in a beam of entrance amplitude $e^{-x^2/w^2}$ with $w=0.5$ mm, and a diamond plate with $L=5.0$ mm.

### What happens in a thick plate

Extinction at 2.405 does not survive in a thick plate. With $\phi=2.405$ held fixed and $Q$ raised to 10, the paraxial equation leaves the fraction 0.992 in the straight beam.

A truncated model explains this. Put $\psi=\sum_mA_me^{im\xi}$ into the paraxial equation. The second derivative multiplies order $m$ by $-m^2$, and $i\sin\xi=(e^{i\xi}-e^{-i\xi})/2$ couples neighbours:

$$
\frac{dA_m}{ds}=-\frac{iQm^2}{2}A_m+\frac{\phi}{2}\,(A_{m-1}-A_{m+1}).
$$

Keep orders $0$ and $\pm1$, and define $D=(A_1-A_{-1})/\sqrt2$. Then

$$
\frac{dA_0}{ds}=-\frac{\phi}{\sqrt2}D,\qquad
\frac{dD}{ds}=-\frac{iQ}{2}D+\frac{\phi}{\sqrt2}A_0 .
$$

Differentiate the first equation and eliminate $D$:

$$
\frac{d^2A_0}{ds^2}+\frac{iQ}{2}\frac{dA_0}{ds}+\frac{\phi^2}{2}A_0=0 .
$$

The entrance conditions are $A_0=1$ and $dA_0/ds=0$. With $\kappa^2=Q^2/16+\phi^2/2$ the solution is

$$
A_0=e^{-iQs/4}\left[\cos\kappa s+\frac{iQ}{4\kappa}\sin\kappa s\right],
\qquad
|A_0|^2=1-\frac{\phi^2}{2\kappa^2}\sin^2\kappa s .
$$

For $Q=10$ and $\phi=2.405$, $\phi^2/2=2.89$, $\kappa^2=9.14$ and $\kappa=3.02$. The loss from the straight beam can then never exceed $2.89/9.14=0.32$ in this model, because the diffracted waves fall out of step with their source. At the exit face $\kappa$ is also close to $\pi$, so nearly all the lost power has just returned. The formula gives 0.996, near the full result of 0.992. The high value thus combines a general weakness of the transfer with a near return at this particular $Q$.

### A diamond plate: the drive for extinction

Take longitudinal sound of frequency 100 MHz along a cube axis of diamond, and light along another cube axis, polarized along the sound. The calculation takes as inputs $n=2.42$, photoelastic coefficient $p_{11}=-0.25$, density $\rho=3.5\ \text{g/cm}^3$ and sound speed $v=17.5$ km/s. As a description of real diamond these are rough values, to be trusted to two figures at most; further digits in the results below serve only to let the arithmetic be followed. The plate is 5.0 mm thick along the light.

The sound wavelength is $\Lambda=v/(100\ \text{MHz})=175.0\ \mu\text{m}$. The index amplitude for extinction follows from $\phi=\phi_0$:

$$
\Delta n=\frac{\phi_0\lambda}{2\pi L}=4.07\times10^{-5}.
$$

A strain $S$ along the sound changes $1/n^2$ by $p_{11}S$. For a small change $\delta n$ the left side is $-2\,\delta n/n^3$, so $\delta n=-n^3p_{11}S/2$. The sign merely fixes whether stretched or compressed regions have the higher index, which shifts the pattern by half a period. For amplitudes,

$$
S=\frac{2\Delta n}{n^3|p_{11}|}
=\frac{2(4.07\times10^{-5})}{(2.42)^3(0.25)}=2.30\times10^{-5}.
$$

The stress amplitude is $\rho v^2S=24.6$ MPa. To find the acoustic intensity, let the displacement be $a\sin(Kx-\Omega t)$. The strain is $Ka\cos(Kx-\Omega t)$, with amplitude $S=Ka$. The particle velocity is $-\Omega a\cos(Kx-\Omega t)$, with amplitude $\Omega a=vS$. The energy flux is minus the product of stress and velocity, and its average is

$$
I_{\text{ac}}=\tfrac12(\rho v^2S)(vS)=\tfrac12\rho v^3S^2=4.96\ \text{W/mm}^2 .
$$

The sound column is 5.0 mm long in the direction of the light and $H=2.0$ mm high, so the power is $4.96\times10.0=49.6$ W while the sound is on. Short pulses keep the heating small. One pulse of 10 µs carries 0.496 mJ. If all of it were absorbed in the $5.0\times2.0\times5.0\ \text{mm}^3$ filled by the sound, with a heat capacity of roughly $1.8\ \text{J/(cm}^3\,\text{K)}$, that volume would warm by 5.5 mK.

The thickness parameter is

$$
Q=\frac{2\pi(0.532)(5000)}{2.42\,(175.0)^2}=0.226,
$$

with lengths in micrometres. Then $Q\phi_0/4=0.136$ and $Q\phi_0^2/6=0.217$. These are not very small, yet equation (12) gives a leakage of only $5.5\times10^{-4}$ of the transmitted power. The full paraxial solution gives the same to two digits. Among orders 0 to 5 the largest change of a power fraction is about 0.0012 for the frozen pattern; with the motion of the sound included, the largest change is 0.0013, in order $-1$. The brightness at the exit face is more sensitive: across one sound wavelength it varies from 0.78 to 1.35 times its mean.

There is a trade in choosing $L$. With the wavelengths, material and height $H$ fixed, extinction needs $S\propto1/L$. The intensity then varies as $1/L^2$ and the acoustic power, proportional to $I_{\text{ac}}LH$, as $1/L$. The leakage in equation (12) grows as $L^2$. A longer plate saves power but leaves more light in the straight beam.

### Tilted light and moving sound

Suppose the light crosses at a small internal angle $\theta$ to the normal. At depth $z$ from the midplane it is at $x_0+\theta z$, and the time is $t_0+nz/c$. The sine therefore has the argument $\beta+qz$, where $\beta=Kx_0-\Omega t_0$ and $q=K\theta-\Omega n/c$. The phase collected is

$$
k_0\Delta n\int_{-L/2}^{L/2}\sin(\beta+qz)\,dz
=\phi\,\frac{\sin a}{a}\,\sin\beta,\qquad a=\frac{qL}{2}.
$$

The part of the integrand odd in $z$ has dropped out. The phase stays sinusoidal, and its amplitude falls by the fraction $a^2/6$ when $a$ is small. An internal tilt of 1 mrad, with the motion of the sound ignored, costs $1.3\times10^{-3}$ of the phase. The motion of the sound at zero tilt costs $2.7\times10^{-5}$ of the phase. Combined with the finite thickness it also makes orders $m$ and $-m$ slightly unequal, shifting single power fractions by up to $2\times10^{-4}$, while the leakage of $5.5\times10^{-4}$ in the straight beam is unchanged. The frozen pattern is good to that level. In this thin-plate estimate a slightly stronger drive restores either loss.

### Uneven sound and reflected sound

A spread of sound amplitude across the light beam cannot be removed by adjusting the drive. Let the local phase amplitude be $\phi_0(1+e)$, varying slowly over a sound wavelength, with $\langle e\rangle=0$. Near the zero, $J_0'=-J_1$ gives $J_0\approx-J_1\phi_0e$. The average power left is

$$
I_0\approx\phi_0^2J_1^2\,\langle e^2\rangle .
\tag{13}
$$

For a root-mean-square spread of 5 percent this is $5.78\times0.2695\times0.0025=0.0039$. That is seven times the leakage due to thickness.

Sound reflected from the far end acts in a similar way. If its amplitude ratio is $r$, the phase profile at time $t$ is

$$
\phi_0\bigl[\sin(Kx-\Omega t)+r\sin(Kx+\Omega t)\bigr].
$$

This is the imaginary part of $\phi_0e^{iKx}(e^{-i\Omega t}+re^{i\Omega t})$, so it is still a sinusoid in $x$. Its amplitude is $\phi_0\sqrt{1+r^2+2r\cos2\Omega t}\approx\phi_0(1+r\cos2\Omega t)$. Hence $\langle e^2\rangle=r^2/2$ when averaged over time, and $r=0.05$ leaks 0.0019. Sound crosses the 5.0 mm crystal in 0.29 µs, far less than the 10 µs pulse, so the far end has to absorb the sound or deflect it away from the light.

In a crystal taller than the source, the sound beam also spreads. At distance $d$ from a source of height $H$, the path from its edge to the axis exceeds the direct path by about $H^2/(8d)$. This equals $\Lambda/2$ at $d=H^2/(4\Lambda)=5.7$ mm if the sound speed is the same in all directions. In diamond the speed rises away from the cube axis, so the beam spreads about 1.45 times as fast and the distance shrinks to about 4 mm. Either value is comparable with the crystal length, so unevenness is to be expected. The 5 percent used above is an assumed figure, and an optimistic one for this source. For a uniformly driven source 2 mm high radiating into a much taller crystal, the diffracted sound field has a root-mean-square spread across the 0.5 mm light beam of about 10, 13 and 7 percent at distances of 1.5, 2.5 and 3.5 mm. Even at the best drive this leaves about 1.4, 2.6 and 0.8 percent of the light in the straight beam. By equation (13) the leakage grows as the square of the spread while the spread is small. At 10 percent the formula is slightly too high, and averaging $J_0^2$ itself over a Gaussian spread leaves about 1.5 percent of the light in the straight beam.

### Polarization and the plate faces

For light polarized across the sound the coefficient is $p_{12}$, roughly 0.04. At the same strain the phase amplitude is $2.405\times0.04/0.25=0.385$, and the fraction 0.928 stays in the straight beam. Extinction at this drive thus applies to one polarization.

The faces matter as well. An uncoated face reflects $R=(1.42/3.42)^2=0.172$ of the power. Light reflected twice inside the plate crosses the sound three times, and after $2j$ reflections it has the phase amplitude $(2j+1)\phi_0$. Its field relative to the direct beam has the factor $R^j$. If the optical thickness is unknown, the cross terms average out and the leakage relative to the direct beam is

$$
\sum_{j\ge1}R^{2j}J_0^2\bigl[(2j+1)\phi_0\bigr].
$$

This thin-grating sum is 0.0026 for bare faces and $2.2\times10^{-6}$ for coatings that reflect 0.5 percent. It gives only the order of magnitude here, because three crossings triple both $\phi$ and $Q$ and raise $Q\phi^2/6$ to about 5.9. Solving the paraxial equation through the repeated crossings gives 0.0040 and $3.0\times10^{-6}$ instead. These are averages over the optical thickness. In any one plate the reflected light interferes with the leakage due to thickness, and the total, relative to the direct beam, lies between 0.0010 and 0.0104 for bare faces and between $4.7\times10^{-4}$ and $6.4\times10^{-4}$ for the coated ones. These figures are for a frozen pattern. The motion of the sound lowers the bare-face values 0.0040 and 0.0104 to 0.0039 and 0.0102 and leaves the coated ones unchanged to the digits shown.

### What the example shows

Extinction in this plate needs about 50 W of sound. One reason is the factor $v^3$ in the acoustic intensity: at equal strain, density and dimensions, a material with slower sound needs less power. The sound frequency must then be lowered in proportion to the speed, so that $\Lambda$ stays the same. At a fixed frequency $Q$ would grow as $1/v^2$, and the plate would soon cease to be thin. A thick grating with the light at the Bragg angle can send most of the power into one order; the present formulas do not describe that case. For a thin plate with coated faces and the correct polarization, the largest leakage estimated here comes from uneven sound, if its spread is the assumed 5 percent. Such a spread moves the straight-beam fraction from the ideal zero to about 0.4 percent; twice that spread would leave about 1.5 percent. A plain uniformly driven 2 mm source in a taller crystal is less even than 5 percent and leaves roughly 1 to 3 percent, depending on where the light crosses. The constants used are rough, so the strain and power are estimates, while the phase 2.405 does not depend on them. The main values used here are collected in the numerical output below.

## Computed values

```
First extinction phase amplitude: 2.404826 rad
J0 at 2.404 and 2.406: 0.000429, -0.000610
J1 at extinction: 0.519147
Power fractions m=0..4, phi = 1: 0.58553, 0.19364, 0.01320, 0.00038, 0.00001
Power fractions m=0..4, extinction: 0.00000, 0.26951, 0.18641, 0.03960, 0.00419
Sum over m=-4..4 at extinction: 0.999439
Largest first-order fraction: 0.3386 at 1.8412 rad
Input vacuum wavelength: 532 nm
Input refractive index (rough): 2.42
Input p11, p12 (rough): -0.25, 0.04
Input density (rough): 3.5 g/cm3
Input sound speed (rough): 17.5 km/s
Input heat capacity (rough): 1.8 J/(cm3 K)
Input sound frequency: 100 MHz
Input plate thickness L: 5.0 mm
Input sound column height: 2.0 mm
Input light beam radius: 0.5 mm
Input crystal length along sound: 5.0 mm
Input sound pulse length: 10 us
Sound wavelength: 175.0 um
Angle of order 1 in air: 3.040 mrad
Beam divergence half-angle: 0.339 mrad
Index amplitude for extinction: 4.072e-05
Strain amplitude: 2.299e-05
Stress amplitude: 24.6 MPa
Acoustic intensity: 4.96 W/mm2
Acoustic power during pulse: 49.6 W
Pulse heating if all absorbed: 5.51 mK
Thickness parameter Q: 0.2255
Q phi/4 and Q phi^2/6: 0.136, 0.217
Thickness leakage, first formula: 5.505e-04
Thickness leakage, full paraxial: 5.523e-04
Mesh shift of leakage, 32 to 64 points: 2.3e-16
Largest change of any order power: 1.20e-03
Order 0 fraction for a thick plate, Q=10: 0.992
Phase loss at 1 mrad internal tilt: 1.34e-03
Phase loss from sound motion in transit: 2.68e-05
Leakage, 5% rms uneven sound: 3.867e-03
Leakage, 5% amplitude sound echo: 1.942e-03
Phase amplitude, crossed polarization: 0.385 rad
Order 0 fraction, crossed polarization: 0.928
Bare face reflectance: 0.172
Leakage with bare faces: 2.58e-03
Leakage with 0.5% coated faces: 2.2e-06
Sound near-field length: 5.7 mm
```
